\section*{How an EUV Lens's Focus Range Scales with Numerical Aperture}

\section*{Question}

An EUV projection lens works at a wavelength of 13.5 nm. Its numerical aperture at the wafer is raised from 0.33 to 0.55 to print finer detail. By what factor does the range of wafer heights that counts as ``in focus'' shrink, and how far can a simple scaling rule be trusted at such apertures?

\section*{Answer}

The focus range shrinks by a factor of about 2.8 according to the rule that it scales as $\lambda/\mathrm{NA}^2$. The rule assumes small angles. Without that assumption, the same focus criterion gives about 2.9.

\subsection*{The path error caused by defocus}

Let $\theta$ be the half-angle of the cone of light that converges on the wafer. In vacuum the numerical aperture is $\mathrm{NA}=\sin\theta$. The lens is taken to be free of aberrations, with a circular, evenly filled and unobscured pupil, and the light is treated as a scalar wave.

A perfect lens sends out a spherical wave centred on the best focus. Choose one wavefront of radius $R$. All its points are in phase and equally far from the focus, so their contributions arrive there in step. Now move the observation point a distance $z$ along the axis towards the lens. The axial ray has a path $R-z$. By the cosine rule, the path of the edge ray is
\begin{equation}
d=\sqrt{R^2-2Rz\cos\theta+z^2}
 = R-z\cos\theta+\frac{z^2\sin^2\theta}{2R}+\dots
\end{equation}
The path error between edge and axis is therefore
\begin{equation}
W=d-(R-z)=z(1-\cos\theta)+\frac{z^2\sin^2\theta}{2R}+\dots
\end{equation}
Since $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$, the second term is smaller than the first by the factor $z(1+\cos\theta)/(2R)$, which is less than $z/R$. Here $z$ is some tens of nanometres and $R$ is a macroscopic length, so the second term can be dropped:
\begin{equation}
W=z(1-\cos\theta).
\label{eq:path}
\end{equation}
Moving the other way changes the sign of $z$ and of $W$, but not the size of the error. The focus range is thus symmetric about best focus.

\subsection*{From path error to focus range}

Rayleigh's criterion accepts a path error of up to a quarter of a wavelength. Setting $W=\lambda/4$ in Eq.~(\ref{eq:path}) gives the half-range
\begin{equation}
z_R=\frac{\lambda}{4(1-\cos\theta)} .
\label{eq:full}
\end{equation}
To bring in the aperture, multiply numerator and denominator by $1+\cos\theta$ and use $(1-\cos\theta)(1+\cos\theta)=\sin^2\theta=\mathrm{NA}^2$:
\begin{equation}
z_R=\frac{\lambda}{2\,\mathrm{NA}^2}\;\frac{1+\cos\theta}{2}.
\label{eq:factor}
\end{equation}
For small angles the last fraction tends to 1. The full range, counting both sides of best focus, is then
\begin{equation}
2z_R\approx\frac{\lambda}{\mathrm{NA}^2}.
\label{eq:rule}
\end{equation}
Both powers of NA come from the cosine in the path error: for small angles it departs from 1 in proportion to the square of the angle.

\subsection*{The estimate}

The wavelength is the same for both lenses and cancels in the ratio:
\begin{equation}
\frac{(2z_R)_{0.33}}{(2z_R)_{0.55}}
\approx\left(\frac{0.55}{0.33}\right)^2
=\left(\frac{5}{3}\right)^2=\frac{25}{9}\approx 2.8 .
\end{equation}
The ranges themselves are
\begin{align}
\mathrm{NA}=0.33:\quad & 2z_R\approx\frac{13.5\ \mathrm{nm}}{0.1089}=124\ \mathrm{nm},\\
\mathrm{NA}=0.55:\quad & 2z_R\approx\frac{13.5\ \mathrm{nm}}{0.3025}=44.6\ \mathrm{nm}.
\end{align}
In this estimate the wafer surface may lie up to 62 nm from best focus with the first lens, but no more than about 22 nm with the second.

\subsection*{What a quarter wave costs}

The quarter-wave limit is a convention, so it is worth asking what happens to the image there and whether the shrink factor depends on it. The axial amplitude is the sum of contributions from the whole pupil. Label a ray by the sine $s$ of its angle, with $0\le s\le\mathrm{NA}$. Draw the pupil as a flat disc with $s$ as its radial coordinate; ``evenly filled'' means equal amplitude per unit area of this disc. A ring of the disc has an area proportional to $2s\,ds$. With the amplitude at best focus set to 1,
\begin{equation}
U(z)=\frac{1}{\mathrm{NA}^2}\int_0^{\mathrm{NA}}2s\,ds\;
\exp\!\left[-\frac{2\pi i z}{\lambda}\left(1-\sqrt{1-s^2}\right)\right].
\label{eq:pupil}
\end{equation}
For small angles $1-\sqrt{1-s^2}\approx s^2/2$, and the edge path error is $W\approx z\,\mathrm{NA}^2/2$. Substitute $u=s^2/\mathrm{NA}^2$, so that $du=2s\,ds/\mathrm{NA}^2$, and write $b=\pi W/\lambda$:
\begin{equation}
U=\int_0^1e^{-2ibu}\,du=\frac{1-e^{-2ib}}{2ib}=e^{-ib}\,\frac{\sin b}{b}.
\end{equation}
The relative intensity is
\begin{equation}
I=|U|^2=\left(\frac{\sin b}{b}\right)^2,
\qquad b=\frac{\pi z\,\mathrm{NA}^2}{2\lambda}.
\label{eq:sinc}
\end{equation}
At $W=\lambda/4$ we have $b=\pi/4$ and $\sin b=1/\sqrt2$, hence
\begin{equation}
I=\left(\frac{1}{\sqrt2}\,\frac{4}{\pi}\right)^2=\frac{8}{\pi^2}\approx0.81 .
\end{equation}
The Rayleigh limit thus marks a loss of about one fifth of the peak intensity.

Equation~(\ref{eq:sinc}) also shows why the choice of limit does not matter for the ratio. Defocus and aperture enter through the single combination $z\,\mathrm{NA}^2/\lambda$. If the limit is placed where the intensity first falls to some other fixed fraction of the peak, the range changes by a numerical factor that is the same for both lenses. In the small-angle regime the shrink factor remains $25/9$.

\subsection*{How good is the small-angle step?}

The edge rays make angles of $19.3^\circ$ and $33.4^\circ$ with the axis, which are not very small. Equation~(\ref{eq:factor}) gives the correction directly. With the cosines 0.9440 and 0.8352, the full ranges become
\begin{align}
\mathrm{NA}=0.33:\quad & 124.0\ \mathrm{nm}\times\frac{1.9440}{2}=120.5\ \mathrm{nm},\\
\mathrm{NA}=0.55:\quad & 44.6\ \mathrm{nm}\times\frac{1.8352}{2}=40.9\ \mathrm{nm}.
\end{align}
Relative to these values, the simple rule is too large by about 3\% at the lower aperture and 9\% at the higher one. The errors partly cancel in the ratio:
\begin{equation}
\frac{25}{9}\times\frac{1.9440}{1.8352}\approx2.94 .
\end{equation}
This is about 6\% above the simple estimate. The sign follows from the geometry: the cosine is smaller for the wider cone, so the high-aperture lens loses more of its range.

The size of the correction can be estimated without a table of cosines. For small angles $\cos\theta\approx1-\mathrm{NA}^2/2$, so the factor $(1+\cos\theta)/2$ is about $1-\mathrm{NA}^2/4$. The ratio therefore rises by a fraction of about
\begin{equation}
\frac{0.3025-0.1089}{4}\approx0.05,
\end{equation}
which accounts for most of the 6\%.

One more check is needed, because Eq.~(\ref{eq:sinc}) used small angles too. In Eq.~(\ref{eq:pupil}) take the cosine $c=\sqrt{1-s^2}$ as the variable. Then $s\,ds=-c\,dc$, and the phase is linear in $c$, but the weight is proportional to $c$ rather than constant. Let
\begin{equation}
c=\bar c+ht,\qquad
\bar c=\frac{1+\cos\theta}{2},\qquad
h=\frac{1-\cos\theta}{2},
\end{equation}
with $t$ running from $-1$ to 1. Since $\mathrm{NA}^2=4h\bar c$, the weight $2c\,dc/\mathrm{NA}^2$ becomes $\tfrac12(1+ht/\bar c)\,dt$. Apart from a constant phase, the exponential is $e^{ibt}$, where $b=2\pi zh/\lambda=\pi W/\lambda$ now contains the full path error of Eq.~(\ref{eq:path}). The even part of the weight picks out $\cos bt$ and the odd part picks out $i\sin bt$:
\begin{equation}
|U|^2=\left(\frac{\sin b}{b}\right)^2
+\left(\frac{h}{\bar c}\right)^2
\left(\frac{\sin b-b\cos b}{b^2}\right)^2 .
\end{equation}
The uneven weight enters only through the square of $h/\bar c$. At $\mathrm{NA}=0.55$ this ratio is $0.1648/1.8352\approx0.09$, and at the quarter-wave limit the extra term is less than 0.001. The limit still lies at 0.81 of the peak. Direct evaluation of the pupil integral gives a shrink factor of 2.94, and the same value to this precision if the limit is moved to half the peak intensity. With both apertures made ten times smaller, the factor returns to 2.78, as the small-angle rule requires. These values appear in the numerical output.

\subsection*{Finer detail by aperture or by wavelength}

The smallest printable feature is commonly written as $w=k_1\lambda/\mathrm{NA}$, where $k_1$ is a number that describes the process. At fixed $k_1$ and $\lambda$, the new lens reduces $w$ by a factor of $5/3$, while the focus range falls by the square of that factor. Eliminating NA from Eq.~(\ref{eq:rule}) with $\mathrm{NA}=k_1\lambda/w$ gives
\begin{equation}
2z_R\approx\frac{\lambda}{\mathrm{NA}^2}=\frac{w^2}{k_1^2\lambda}.
\end{equation}
For a given feature size and $k_1$, a shorter wavelength leaves a larger focus range. If the same reduction in $w$ were obtained by dividing the wavelength by $5/3$ at fixed NA, the range would fall by $5/3$ instead of $25/9$.

\subsection*{When the factor does not apply}

The estimate describes the image of a point, which uses the whole pupil. A periodic pattern may use only a few directions. Consider lines of pitch $p$ (measured at the wafer), illuminated along the axis by a coherent plane wave, with an image formed by the central beam and the two first diffraction orders. The orders travel at an angle $\theta_1$ with $\sin\theta_1=\lambda/p$. By Eq.~(\ref{eq:path}), their path error relative to the central beam is $z(1-\cos\theta_1)\approx z\lambda^2/(2p^2)$ for small $\theta_1$. It reaches a quarter wave at
\begin{equation}
z\approx\frac{p^2}{2\lambda}.
\end{equation}
The aperture does not appear. For this pattern, however, a quarter wave is much more than a mild loss. Suppose the orders are in phase (or in antiphase) with the central beam at best focus, as for symmetric lines on a mask with real-valued transmission. The central beam is then a quarter period out of step with both orders, and the modulation of pitch $p$ vanishes. Only a finer modulation of pitch $p/2$ is left, from the two orders interfering with each other. (An absorber that also shifts the phase, as EUV absorbers do, adds a phase offset between the central beam and the orders; this displaces the best focus of the pattern, and with it the planes where the modulation vanishes.) A usable focus limit must therefore be set at a smaller path error. For small angles this changes the number in front of $p^2/\lambda$, but not the scaling. If both lenses pass these same three beams and no others, raising NA does not change the focus range of this pattern. When the mask produces second orders, this requires $\lambda/0.33<p<2\lambda/0.55$, that is a pitch between about 41 and 49 nm. It also requires an unobscured pupil: a central obscuration, as in practical lenses of NA 0.55, blocks a beam along the axis. If instead the pitch is reduced in proportion to $1/\mathrm{NA}$, to make use of the new lens, then $p^2/\lambda$ scales as $\lambda/\mathrm{NA}^2$ and the small-angle factor $25/9$ returns. With the full cosine the factor is larger, and reaches 2.94 when the orders lie at the edge of each pupil.

A more extreme case is an image formed by just two beams at equal angles on either side of the axis. Defocus changes both paths equally, so no path error arises between them, and this idealised pattern has no Rayleigh limit at all. Illumination from a source of finite size spoils the equality of the angles and makes the range finite.

The usable focus range in production also depends on the resist, the dose tolerance, the mask, remaining aberrations and any central obscuration of the pupil, none of which is included here. The obscuration alone can be comparable to the cosine correction: if only the 0.55 lens has one, with a radius of 0.2 of the pupil radius, the spread of path errors across the pupil narrows and the factor falls from 2.94 to about 2.83. The factor of 2.8 is a statement about how the optical focus range scales. It should not be read as a prediction of the process window for a particular pattern.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 13.5 nm
--- NA = 0.33 (dimensionless)
NA squared: 0.1089 (dimensionless)
edge-ray angle: 19.3 degrees
cosine of edge-ray angle: 0.9440
half-range, small-angle rule: 62.0 nm
full range, small-angle rule: 124.0 nm
half-range, full cosine: 60.2 nm
full range, full cosine: 120.5 nm
half-range, pupil integral: 60.3 nm
axial intensity at full-cosine limit: 0.811 of peak
--- NA = 0.55 (dimensionless)
NA squared: 0.3025 (dimensionless)
edge-ray angle: 33.4 degrees
cosine of edge-ray angle: 0.8352
half-range, small-angle rule: 22.3 nm
full range, small-angle rule: 44.6 nm
half-range, full cosine: 20.5 nm
full range, full cosine: 40.9 nm
half-range, pupil integral: 20.5 nm
axial intensity at full-cosine limit: 0.811 of peak
--- comparison (all dimensionless unless marked)
NA ratio: 1.6667
shrink factor, small-angle rule: 2.778
shrink factor, full cosine: 2.942
shrink factor, pupil integral: 2.939
shrink factor, half-intensity threshold: 2.938
shrink factor, both NA ten times smaller: 2.779
full-cosine factor above simple rule by: 5.9 %
quarter-wave intensity 8/pi^2: 0.811 of peak
\end{verbatim}
